**Dynamical Born charges and the susceptibility sum rule**

For local ionic potentials, the Born charges of an insulator obey Σ Z(ω) = −mΩω²χ(ω), where m is the electron mass, Ω the cell volume and χ the clamped-ion susceptibility to the total macroscopic field. The program solves a one-dimensional model crystal with two ions and two electrons per cell, and obtains the charges from displaced ions and χ from a uniform field. It asserts that the two sides agree at selected real, imaginary and complex frequencies, and that the dipole and force definitions agree at a complex frequency. It also compares the charge of ion 1 with Berry-phase differences at zero frequency and with real-time propagation at one imaginary frequency. The output shows a sum that rises from 0 towards 2 on the imaginary axis, but is negative at the two sampled real frequencies below the gap and slightly above 2 at 20 hartree. The high-frequency correction is asserted to match an integral over the ground-state density within stated tolerances. Two controls show the rule failing when the induced potential is omitted or a nonlocal projector is added; in the nonlocal case the charge sum still starts at zero and approaches 2.

## Check in Python

```python
"""Sum rule for dynamical Born charges of an insulator with local ion potentials:
    Z_1(w) + Z_2(w) = - m * Omega * w^2 * chi(w)      (atomic units, m = e = 1)
Z_i : cell dipole per displacement of ion i at zero macroscopic field
chi : clamped-ion susceptibility; Omega*chi is the cell polarizability
w   : frequency, time factor exp(-i w t); w = i*xi means growth exp(xi t)
Model: 1D crystal, two Gaussian ions, two electrons per cell, self-consistent
finite-range repulsion and a local exchange-correlation (xc) model potential.
Charges come from displaced ions, chi from a uniform field.
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
cell = 6.0
positions = np.array([0.0, 2.4])
depths = np.array([2.0, 1.0])
width = 0.8
ion_charge = np.array([1.0, 1.0])
n_el = 2.0
rep_strength, rep_range = 0.3, 1.0
xc_strength = 0.4
proj_width = 0.7
n_grid, n_k = 35, 24

dx = cell / n_grid
m_int = np.rint(np.fft.fftfreq(n_grid, 1.0 / n_grid)).astype(int)
G = 2 * np.pi * m_int / cell
kpts = 2 * np.pi / cell * ((np.arange(n_k) + 0.5) / n_k - 0.5)
q = kpts[:, None] + G[None, :]
diff_index = (m_int[:, None] - m_int[None, :]) % n_grid
root2pi = np.sqrt(2 * np.pi)

rep_q = rep_strength * rep_range * root2pi * np.exp(-(G * rep_range) ** 2 / 2)
rep_x = np.fft.ifft(rep_q).real * n_grid / cell
site = np.arange(n_grid)
repulsion = rep_x[(site[:, None] - site[None, :]) % n_grid]


def ion_potential(i, tau, factor=1.0):
    """Periodic Gaussian well on the grid; factor acts in Fourier space."""
    coef = -depths[i] * width * root2pi / cell * np.exp(
        -(G * width) ** 2 / 2 - 1j * G * tau)
    return np.fft.ifft(coef * factor).real * n_grid


def hxc_potential(n):
    return repulsion @ n * dx - xc_strength * n / (1 + n)


def projector(tau):
    return np.exp(-(q * proj_width) ** 2 / 2) * np.exp(-1j * G * tau)[None, :]


def outer(a, b):
    return a[:, :, None] * b.conj()[:, None, :]


def ground_state(taus, nonlocal_strength=0.0, n_start=None):
    v_ion = sum(ion_potential(i, taus[i]) for i in range(2))
    pr = projector(taus[0])
    h_fixed = nonlocal_strength / cell * outer(pr, pr)
    h_fixed[:, np.arange(n_grid), np.arange(n_grid)] += q ** 2 / 2
    n = np.full(n_grid, n_el / cell) if n_start is None else n_start.copy()
    for _ in range(400):
        v_fourier = np.fft.fft(v_ion + hxc_potential(n)) / n_grid
        energy, vec = np.linalg.eigh(h_fixed + v_fourier[diff_index][None])
        u = np.fft.ifft(vec[:, :, 0], axis=1) * n_grid / np.sqrt(cell)
        n_new = 2 * np.mean(abs(u) ** 2, axis=0)
        error = np.max(abs(n_new - n))
        if error < 1e-11:
            break
        n = n + 0.5 * (n_new - n)
    assert error < 1e-11, "self-consistency not reached"
    return dict(taus=taus, energy=energy, vec=vec, n=n_new,
                nonlocal_strength=nonlocal_strength)


def transition_elements(gs):
    """Elements <empty|O|filled> for O = x, dV_1/dtau_1, dV_2/dtau_2, density."""
    vec, energy, strength = gs["vec"], gs["energy"], gs["nonlocal_strength"]
    filled, empty = vec[:, :, 0], vec[:, :, 1:]
    gaps = energy[:, 1:] - energy[:, :1]

    def element(matrix):
        return (empty.conj().transpose(0, 2, 1)
                @ (matrix @ filled[:, :, None]))[:, :, 0]

    pr = projector(gs["taus"][0])
    dpr = -proj_width ** 2 * q * pr
    velocity = strength / cell * (outer(dpr, pr) + outer(pr, dpr))
    velocity[:, np.arange(n_grid), np.arange(n_grid)] += q
    x_el = -1j * element(velocity) / gaps
    u = np.fft.ifft(vec, axis=1) * n_grid / np.sqrt(cell)
    dens = (u[:, :, 1:].conj() * u[:, :, :1]).transpose(0, 2, 1)
    forces = [dens @ ion_potential(i, gs["taus"][i], -1j * G) * dx
              for i in range(2)]
    shift = -1j * (G[:, None] - G[None, :])
    forces[0] = forces[0] + element(
        shift[None] * strength / cell * outer(pr, pr))
    ops = np.concatenate([np.stack([x_el] + forces, axis=2), dens], axis=2)
    return gaps.ravel(), ops.reshape(-1, 3 + n_grid)


def response(gs, w, induced=True):
    """3x3 response matrix among x, dV_1/dtau_1, dV_2/dtau_2."""
    if "elements" not in gs:
        gs["elements"] = transition_elements(gs)
    gaps, b = gs["elements"]
    r = -(2.0 / n_k) * (b.conj().T @ (b / (gaps - w)[:, None])
                        + b.T @ (b.conj() / (gaps + w)[:, None]))
    if not induced:
        return r[:3, :3]
    kernel = repulsion * dx + np.diag(-xc_strength / (1 + gs["n"]) ** 2)
    dn = np.linalg.solve(np.eye(n_grid) - r[3:, 3:] @ kernel * dx, r[3:, :3])
    return r[:3, :3] + r[:3, 3:] @ kernel @ dn * dx


def charges_and_polarizability(gs, w, induced=True):
    r = response(gs, w, induced)
    return ion_charge - r[0, 1:], -r[0, 0]


def mean_position(gs):
    """Electronic position sum per cell from the Berry phase."""
    c = np.fft.fftshift(gs["vec"][:, :, 0], axes=1)
    nxt = np.concatenate([c[1:], np.roll(c[:1], -1, axis=1)])
    overlaps = np.sum(c.conj() * nxt, axis=1)
    return -2 * cell / (2 * np.pi) * np.angle(np.prod(overlaps))


def momentum_after_growth(gs, xi, amplitude, duration=24.0, dt=0.02):
    """Propagate while ion 1 moves as amplitude*exp(xi*(t-duration))."""
    c = gs["vec"][:, :, 0].copy()
    half_kinetic = np.exp(-0.25j * dt * q ** 2)
    v_second = ion_potential(1, positions[1])
    for step in range(int(round(duration / dt))):
        t_mid = (step + 0.5) * dt
        tau = positions[0] + amplitude * np.exp(xi * (t_mid - duration))
        u = np.fft.ifft(c * half_kinetic, axis=1) * n_grid / np.sqrt(cell)
        n = 2 * np.mean(abs(u) ** 2, axis=0)
        v = ion_potential(0, tau) + v_second + hxc_potential(n)
        u = u * np.exp(-1j * dt * v)[None, :]
        c = np.fft.fft(u, axis=1) * np.sqrt(cell) / n_grid * half_kinetic
    return 2 * np.mean(np.sum(q * abs(c) ** 2, axis=1))


crystal = ground_state(positions)
gap = crystal["energy"][:, 1].min() - crystal["energy"][:, 0].max()
assert gap > 0.1
print(f"cell length {cell:.1f} bohr; ions at {positions[0]:.1f}, {positions[1]:.1f} bohr")
print(f"well depths {depths[0]:.1f}, {depths[1]:.1f} Ha; width {width:.1f} bohr")
print(f"repulsion {rep_strength:.1f} Ha, range {rep_range:.1f} bohr; xc {xc_strength:.1f} Ha bohr")
print(f"ion charges {ion_charge[0]:.0f}, {ion_charge[1]:.0f} e; electrons per cell {n_el:.0f}")
print(f"grid points {n_grid}; k points {n_k}")
print(f"Kohn-Sham gap on k mesh = {gap:.4f} Ha = {gap * HARTREE_EV:.3f} eV")

# Static charge of ion 1 from finite displacements and Berry phases.
step = 0.01
shifted = [mean_position(ground_state(positions + np.array([s * step, 0.0]),
                                      n_start=crystal["n"])) for s in (1, -1)]
z_berry = ion_charge[0] - (shifted[0] - shifted[1]) / (2 * step)
z_static, alpha_static = charges_and_polarizability(crystal, 0.0)
assert abs(z_berry - z_static[0].real) < 2e-3  # finite k and displacement steps
assert abs(z_static[0]) > 0.05 and abs(z_static.sum()) < 1e-6
assert alpha_static.real > 0
print(f"static Z1: response {z_static[0].real:.5f} e, Berry phase {z_berry:.5f} e")
print(f"static Omega*chi = {alpha_static.real:.5f} e^2 bohr^2/Ha")

# Dynamical charge of ion 1 from real-time propagation.
xi_time, amp = 0.5, 1e-3
p_odd = (momentum_after_growth(crystal, xi_time, amp)
         - momentum_after_growth(crystal, xi_time, -amp)) / (2 * amp)
z_time = ion_charge[0] - p_odd / xi_time
z_resp = charges_and_polarizability(crystal, 1j * xi_time)[0][0].real
assert abs(z_time - z_resp) < 2e-3  # finite time step and switch-on
print(f"Z1 at xi={xi_time:.1f} Ha: response {z_resp:.5f} e, real time {z_time:.5f} e")

print("imaginary axis: xi (Ha), Z1, Z2, Z1+Z2, m*Omega*xi^2*chi (e)")
for xi in (0.0, 0.25, 0.5, 1.0, 2.0, 5.0, 40.0):
    z, alpha = charges_and_polarizability(crystal, 1j * xi)
    assert abs(z.sum() - xi ** 2 * alpha) < 1e-5
    print(f"  {xi:6.2f} {z[0].real:10.6f} {z[1].real:10.6f} "
          f"{z.sum().real:10.6f} {(xi ** 2 * alpha).real:10.6f}")
scan = np.array([charges_and_polarizability(crystal, 1j * xi)[0].sum().real
                 for xi in np.geomspace(0.02, 40.0, 40)])
assert np.all(np.diff(scan) > 0) and 0 < scan[0] < 0.01
assert 0 < n_el - scan[-1] < 0.02

print("real axis: w (Ha), Z1, Z2, Z1+Z2, -m*Omega*w^2*chi (e)")
real_sum = {}
for w in (0.25 * gap, 0.5 * gap, 20.0):
    z, alpha = charges_and_polarizability(crystal, w)
    assert abs(z.sum() + w ** 2 * alpha) < 1e-5
    real_sum[w] = z.sum().real
    print(f"  {w:7.4f} {z[0].real:10.6f} {z[1].real:10.6f} "
          f"{z.sum().real:10.6f} {(-w ** 2 * alpha).real:10.6f}")
assert real_sum[0.25 * gap] < 0 and real_sum[0.5 * gap] < 0
assert real_sum[20.0] > n_el

w_complex = 1.0 + 0.1j
z, alpha = charges_and_polarizability(crystal, w_complex)
assert abs(z.sum() + w_complex ** 2 * alpha) < 1e-5
r = response(crystal, w_complex)
assert np.max(abs(r - r.T)) < 1e-7  # dipole and force definitions agree
print(f"w = {w_complex.real:.1f}+{w_complex.imag:.1f}i Ha: sum = "
      f"{z.sum().real:.5f} {z.sum().imag:+.5f}i e")
print(f"   formula = {(-w_complex ** 2 * alpha).real:.5f} "
      f"{(-w_complex ** 2 * alpha).imag:+.5f}i e")

# Leading high-frequency correction from the ground-state density alone.
curvature = sum(ion_potential(i, positions[i], -G ** 2) for i in range(2))
coefficient = np.sum(crystal["n"] * curvature) * dx
from_imaginary = (n_el - scan[-1]) * 40.0 ** 2
from_real = (real_sum[20.0] - n_el) * 20.0 ** 2
assert coefficient > 0
assert abs(from_imaginary / coefficient - 1) < 0.02  # next order in 1/xi^2
assert abs(from_real / coefficient - 1) < 0.10       # next order in 1/w^2
print(f"integral of n*V_ion'' = {coefficient:.4f} Ha/bohr^2")
print(f"   tail coefficient: xi=40 Ha {from_imaginary:.4f}, w=20 Ha {from_real:.4f} Ha^2")

# Control: ions move but the induced Hartree-xc potential is left out.
z_bare = charges_and_polarizability(crystal, 0.0, induced=False)[0].sum().real
assert abs(z_bare) > 0.01
print(f"static sum without induced potential = {z_bare:.5f} e")

# Control: an attractive nonlocal projector on ion 1.
nl_strength = -1.0
nl = ground_state(positions, nl_strength, crystal["n"])
print(f"nonlocal strength {nl_strength:.1f} Ha bohr, width {proj_width:.1f} bohr")
print("nonlocal case: xi (Ha), Z1+Z2, m*Omega*xi^2*chi (e)")
nl_rows = {}
for xi in (0.0, 0.5, 2.0, 40.0):
    z, alpha = charges_and_polarizability(nl, 1j * xi)
    nl_rows[xi] = (z.sum().real, (xi ** 2 * alpha).real)
    print(f"  {xi:6.2f} {nl_rows[xi][0]:10.6f} {nl_rows[xi][1]:10.6f}")
assert abs(nl_rows[0.0][0]) < 1e-5
assert abs(nl_rows[40.0][0] - n_el) < 0.05
assert abs(nl_rows[40.0][0] - nl_rows[40.0][1]) > 0.01
assert abs(nl_rows[2.0][0] - nl_rows[2.0][1]) > 0.001

print("PASS")
```

Printed output:

```
cell length 6.0 bohr; ions at 0.0, 2.4 bohr
well depths 2.0, 1.0 Ha; width 0.8 bohr
repulsion 0.3 Ha, range 1.0 bohr; xc 0.4 Ha bohr
ion charges 1, 1 e; electrons per cell 2
grid points 35; k points 24
Kohn-Sham gap on k mesh = 0.5596 Ha = 15.229 eV
static Z1: response -1.59896 e, Berry phase -1.59891 e
static Omega*chi = 3.69278 e^2 bohr^2/Ha
Z1 at xi=0.5 Ha: response -0.82309 e, real time -0.82310 e
imaginary axis: xi (Ha), Z1, Z2, Z1+Z2, m*Omega*xi^2*chi (e)
    0.00  -1.598965   1.598965   0.000000   0.000000
    0.25  -1.332465   1.533476   0.201011   0.201011
    0.50  -0.823095   1.409465   0.586370   0.586370
    1.00  -0.052940   1.226066   1.173126   1.173126
    2.00   0.564537   1.086299   1.650836   1.650836
    5.00   0.907520   1.016329   1.923850   1.923850
   40.00   0.998415   1.000261   1.998676   1.998676
real axis: w (Ha), Z1, Z2, Z1+Z2, -m*Omega*w^2*chi (e)
   0.1399  -1.699683   1.623810  -0.075873  -0.075873
   0.2798  -2.074604   1.716720  -0.357884  -0.357884
  20.0000   1.006401   0.998955   2.005356   2.005356
w = 1.0+0.1i Ha: sum = 1.00843 -1.40593i e
   formula = 1.00843 -1.40593i e
integral of n*V_ion'' = 2.1226 Ha/bohr^2
   tail coefficient: xi=40 Ha 2.1179, w=20 Ha 2.1423 Ha^2
static sum without induced potential = -0.21722 e
nonlocal strength -1.0 Ha bohr, width 0.7 bohr
nonlocal case: xi (Ha), Z1+Z2, m*Omega*xi^2*chi (e)
    0.00   0.000000   0.000000
    0.50   0.281974   0.341769
    2.00   1.362262   1.669857
   40.00   1.997141   2.470346
PASS
```
